One-cycle-per-fringe error from reference-frequency leakage in a heterodyne interferometer, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the fields to the displacement error

**Q.** A heterodyne interferometer labels its two beams by frequency. One frequency goes to a fixed mirror and the other to the moving target. If a little of the first frequency strays into the target arm, the detector can still tell the two apart. Why should the displacement reading suffer?

**A.** Because the detector does not measure the frequencies separately. It measures the beat between them, and light of the reference frequency makes a beat with the measurement frequency whichever arm it came through. To see what this does, we need the fields.

Let the angular frequencies be ω1 for the reference light and ω2 for the measurement light, with wavenumbers k1 and k2 in the medium that fills the arms. I write a travelling wave as exp(ikz − iωt), so a longer path adds a positive phase. The target moves by d, counted positive when it recedes. The light goes out and back once, so the path grows by 2d.

The proper reference light reaches the detector as

E_r = A1 exp(−iω1t + iθ1).

The wanted measurement light reaches it as

E_m = A2 exp(−iω2t + iθ2 + 2ik2d).

A1 and A2 are real positive amplitudes behind the analyser, the polarizer that brings both beams to a common polarization. The angles θ1 and θ2 are fixed phases. The waves are taken to overlap fully on the detector.

**Q.** And the leak? It has the reference frequency, so I would give it the reference phase.

**A.** It has the reference frequency but not the reference path. It travels to the target and back, so its phase also changes with d:

E_l = εA1 exp(−iω1t + iθ1 + iψ), with ψ = 2k1d + δ.

Here ε is the ratio of the leaked amplitude to the proper amplitude of the same frequency, both taken at the detector, and δ is their phase difference at d = 0. I assume 0 < ε < 1. The wavenumber in ψ is k1, since the leaked light has frequency ω1. For now, no light of frequency ω2 enters the reference arm.

**Q.** Then two of your three waves carry the target's motion. I would expect three interference terms. Which of them does the instrument use?

**A.** We can sort them by frequency. First collect the two waves at ω1:

E_r + E_l = U1 exp(−iω1t), with U1 = A1 exp(iθ1) [1 + ε exp(iψ)].

The wave at ω2 is

E_m = U2 exp(−iω2t), with U2 = A2 exp(iθ2 + 2ik2d).

The physical field is the real part of the sum E = E_r + E_l + E_m. Its square is

(Re E)² = |E|²/2 + Re(E²)/2.

The last term oscillates at sums of optical frequencies, which the detector cannot follow. What remains is proportional to |E|². With Ω = ω2 − ω1,

|E|² = |U1|² + |U2|² + 2 Re[U2 U1* exp(−iΩt)].

The star denotes the complex conjugate. The exponent has this sign because U2 comes with exp(−iω2t), while the conjugate of the ω1 wave comes with exp(+iω1t).

The first term contains the interference of the leak with the proper reference light:

|U1|² = A1² [1 + 2ε cos ψ + ε²].

It changes only when the target moves. At a steady speed v it oscillates at the ordinary frequency 2v/λ, where λ = 2π/k and the small difference between k1 and k2 is unimportant. The second term, |U2|² = A2², is constant. The third oscillates at the beat frequency, and this is the one the instrument uses.

**Q.** So the leak does produce an ordinary fringe signal, cos ψ. Is that the error you are after?

**A.** No. That signal sits near zero frequency, and the phase meter rejects it. One way to build a phase meter is to multiply the photocurrent by exp(iΩt) and average over a whole number of beat periods. A term that is constant during the average then gives zero. If we write C = U2 U1*, the beat term gives

⟨2 Re[C exp(−iΩt)] exp(iΩt)⟩ = C + C*⟨exp(2iΩt)⟩ = C.

The average of exp(2iΩt) over whole beat periods is zero. The meter thus obtains the complex number C, whose argument is the beat phase. This needs a target that hardly moves during one reading, so that the fringe frequency 2v/λ is far below the beat frequency.

The error lies in C itself:

C = A1A2 exp[i(θ2 − θ1)] exp(2ik2d) [1 + ε exp(−iψ)].

The sign of ψ has turned because U1 enters through its conjugate.

**Q.** I do not yet see a displacement error. Please separate what the instrument should see from what it does see.

**A.** Divide C by A1A2 exp[i(θ2 − θ1)]. The amplitude does not affect the argument, and the fixed phase is removed by choosing the meter's zero. What is left is

P = exp(2ik2d) [1 + ε exp(−iψ)].

Multiply out the bracket and insert ψ = 2k1d + δ:

P = exp(2ik2d) + ε exp[2i(k2 − k1)d − iδ].

The first term is the wanted beat. Its phase advances by 2π when d increases by λ/2, and that distance is one fringe. The second term is the beat of the leaked ω1 light with the ω2 light. Both of these waves have been to the target, so the phases they collected there cancel, apart from the very small difference k2 − k1. On the scale of a fringe the second term is a fixed arrow in the complex plane.

**Q.** That makes it stranger. A fixed arrow knows nothing of the target. How can it cause an error that varies with the target's position?

**A.** The error depends on the angle between the two arrows. The wanted arrow has length 1 and turns once per fringe. The fixed arrow has length ε. When the two are parallel or antiparallel, the sum points along the wanted arrow and its phase is right. When they are perpendicular, the fixed arrow pulls the sum sideways by an angle of about ε. During one turn it pulls once to one side and once to the other, which makes one cycle of error per fringe.

The same thing can be seen in frequency. For d = vt, the wanted term in the photocurrent has the phase −Ωt + 2k2vt, so its angular frequency is Ω − 2k2v. The leak's beat stays at Ω if we neglect k2 − k1. Two nearby tones are added, and the phase of their sum wobbles at the difference frequency, 2v/λ, which is one wobble per fringe.

**Q.** "About ε" is a sketch. What is the angle without approximation?

**A.** Call the beat phase Φ = arg P. The argument of a product is the sum of the arguments, so

Φ = 2k2d + α, with α = arg[1 + ε exp(−iψ)].

The bracket has the real part 1 + ε cos ψ and the imaginary part −ε sin ψ. The real part is positive because ε < 1, so the angle lies between −π/2 and π/2 and the ordinary arctangent gives it without ambiguity:

α = −arctan[ε sin ψ / (1 + ε cos ψ)].

The instrument turns phase into displacement by dividing by 2k2, as it would for a perfect beat:

d_read = Φ/(2k2) = d + α/(2k2).

The error, reading minus true value, is therefore

e(d) = −(1/(2k2)) arctan[ε sin ψ / (1 + ε cos ψ)].

Within the stated model no smallness of ε has been used beyond ε < 1. The amplitude A2 has dropped out. Making the measurement light stronger does not help, because the wanted beat and the false beat both grow in proportion to A2.

**Q.** You assumed that the meter multiplies by exp(iΩt). What if ω2 is the lower frequency, so that Ω is negative?

**A.** The beat term is 2|C| cos(Ωt − arg C). If Ω = −|Ω|, this equals 2|C| cos(|Ω|t + arg C), because the cosine is even. A meter that assumed a positive Ω would report the phase with the opposite sign, and it would report every displacement with the opposite sign too. Once the meter is told which frequency is higher, it restores the sign of the whole phase, wanted part and error together. The formula for e(d) is unchanged.

**Q.** An arctangent of a ratio is not a sine. Why speak of one cycle per fringe, when the curve must contain higher harmonics?

**A.** It does contain them, and their sizes follow from a series. For a complex number w with positive real part, ln w = ln|w| + i arg w, so

α = Im ln[1 + ε exp(−iψ)].

Set z = ε exp(−iψ). Since |z| = ε < 1, we may integrate the geometric series 1/(1 + z) = 1 − z + z² − … term by term from zero:

ln(1 + z) = z − z²/2 + z³/3 − …

The imaginary part of zᵐ is −εᵐ sin(mψ). Hence

α = −ε sin ψ + (ε²/2) sin 2ψ − (ε³/3) sin 3ψ + …

Each harmonic appears in one term alone. The coefficient of the one-cycle term is therefore −ε without any correction of higher order in ε. The two-cycle term is smaller by the factor ε/2. The terms beyond the first add up to less than

(ε²/2)(1 + ε + ε² + …) = ε²/[2(1 − ε)],

because each factor 1/m is at most 1/2 for m ≥ 2. For small ε, with λ = 2π/k2 and so 1/(2k2) = λ/(4π), the displacement error is

e(d) ≈ −(λ/4π) ε sin(4πd/λ + δ).

Here k1 has been replaced by k2 inside the sine. Every term of the series has zero mean over a full cycle of ψ, so the error averages to zero over a fringe.

**Q.** You replaced k1 by k2 just now, after insisting on k1 earlier. Does it matter which one sets the period of the ripple?

**A.** Over a few fringes with a real frequency split, no. As a matter of principle it can be decided, and a case with an exaggerated split decides it. Take k1 = (40/43)k2, δ = 0.7 rad and a travel of five fringes, and find the beat phase numerically by squaring the summed real fields. For ε = 0.03 and for ε = 0.4 the resulting error agrees with the arctangent formula containing k1 to better than 10⁻⁸ nm at λ = 633 nm. With k2 put into ψ instead, the formula misses by more than half of the peak error. The ripple follows the wavelength of the light that leaked.

**Q.** How large can the error become? The sine suggests ε, but the denominator 1 + ε cos ψ can be less than one.

**A.** Let u = ε sin ψ/(1 + ε cos ψ), so that α = −arctan u. The quotient rule gives

du/dψ = [ε cos ψ (1 + ε cos ψ) + ε² sin²ψ] / (1 + ε cos ψ)².

Since cos²ψ + sin²ψ = 1, the numerator is ε(cos ψ + ε). It vanishes at cos ψ = −ε, where sin ψ = ±√(1 − ε²). There

u = ±ε√(1 − ε²)/(1 − ε²) = ±ε/√(1 − ε²).

An angle with this tangent has the sine ±ε, so the peak phase error is arcsin ε. In displacement,

e_peak = (λ/4π) arcsin ε.

To see this with arrows, let the picture turn with the wanted arrow. The wanted arrow then stands still, and the tip of the sum moves on a circle of radius ε about its end. The peak error occurs where the sum is tangent to this circle. Two positions can have opposite peak errors, so a distance obtained as the difference of two readings can be wrong by up to

2e_peak = (λ/2π) arcsin ε ≈ λε/(2π).

**Q.** That is a small fraction of a wavelength. For a long travel it hardly matters, and for a very small motion I would expect it to vanish.

**A.** The first part is right: the error stays bounded however far the target goes, so its share of a long travel becomes small. For small motions the absolute error does shrink, but the relative error does not. Differentiate the first-order reading with respect to d:

d(d_read)/dd ≈ 1 − ε cos ψ.

A vibration much smaller than λ/(4π) is reported with a scale factor that is wrong by up to about ε for a small leak, depending on where in the fringe it takes place.

**Q.** And if the leak is not small at all?

**A.** As long as ε < 1, the wanted arrow wins, and the total phase still advances by one turn per fringe. The instrument does not lose count. At ε = 1 the two arrows cancel once per fringe, the beat disappears there and its phase is undefined. For ε > 1, with k2 − k1 neglected, the tip of P moves on a circle that no longer encloses the origin. The phase then swings back and forth without advancing, and fringe counting fails.

## Second half: where the leak comes from and how much it matters

**Q.** Before we put in numbers, please restate what we carry over.

**A.** The reference light has frequency ω1 and wavenumber k1, the measurement light ω2 and k2. The target recedes by d, and one fringe is λ/2. At the detector, the ω1 light that went through the measurement arm has ε times the amplitude of the proper reference light, and its phase relative to it is ψ = 2k1d + δ. Apart from a constant factor, the beat is described by

P = exp(2ik2d) [1 + ε exp(−iψ)],

and the displacement error, reading minus true value, is

e(d) = −(λ/4π) arctan[ε sin ψ/(1 + ε cos ψ)] ≈ −(λ/4π) ε sin ψ.

Its peak is (λ/4π) arcsin ε. The target is nearly at rest during a reading.

**Q.** So far ε is just a number you assumed. What in the apparatus decides it?

**A.** Take the common arrangement in which a polarizing beam splitter sends one linear polarization to the reference arm and the perpendicular one to the measurement arm. Let the splitter be perfect and the ω2 light correctly polarized, but let the polarization of the ω1 light be tilted by an angle θ. If its amplitude is B, the part B cos θ goes to the reference arm and the part B sin θ to the measurement arm.

Let r_r and r_m be the amplitude transmissions of the two arms, from the splitter to the detector and including the analyser. Then

A1 = r_r B cos θ, εA1 = r_m B sin θ.

Dividing the second by the first gives

ε = ρ tan θ, with ρ = r_m/r_r.

The leaked light also reflects from the target. If the target reflects less while the reference arm and the tilt are held fixed, ρ falls and the one-cycle error falls with it. In a simulated case, halving ρ from 0.9 to 0.45 halved the one-cycle coefficient. This holds when the ω1 light is the tilted one. If the ω2 light alone is tilted, it leaks into the reference arm, the ratio of leaked to proper amplitude is r_r sin θ/(r_m cos θ) = tan θ/ρ, and a weaker target makes the error larger.

We now have the displacement error caused by reference light leaking into the measurement arm, and we know how the polarization tilt and the arm transmissions set the size of the leak. It remains to put in numbers, to see how the leak can be detected and corrected, and to compare it with other sources of error.
